# Midpoint Time-Reversal Propagation and Its Energy Error

## A symmetric step for electrons driven by an ion

A fast ion entering a solid gives energy to the electrons. In a simulation that energy is a small difference: a 40 keV proton may lose about 20 eV over a fraction of a nanometre. If each time step builds its Hamiltonian from the density at the start of the step, the forces lag behind the motion. The total energy drifts, and a reversed trajectory does not lead back to its starting point. In the example below, such a step of 4 as (attoseconds) leaves an energy error of −456 meV after the outward motion and −1049 meV after the return.

A step that treats its two ends alike removes the lag. Its energy error can be written in closed form, and reversing all velocities undoes it. For that reason a successful return does not measure the accuracy of the time step.

### Equations and conventions

We use Rydberg units, \(\hbar=1\), \(m_e=1/2\), \(e^2=2\), and convert results to eV, nm and as. The electrons occupy orthonormal orbitals \(\varphi_i\), two electrons in each. The proton is classical, with mass \(M\), position \(R\) along a line and momentum \(P\). The total energy is

\[
E=\frac{P^2}{2M}+T+\int nV(R)+E_H[n]+E_x[n],\qquad n=2\sum_i|\varphi_i|^2,
\]

where \(T=2\sum_i\langle\varphi_i|-\nabla^2|\varphi_i\rangle\), and \(V(R)\) is the potential energy of an electron in the field of the proton. Integrals run over space. The Hartree energy is quadratic,

\[
E_H=\tfrac12\int n\,Kn,\qquad v_H=Kn,
\]

with \(K\) the symmetric Coulomb operator. Exchange is taken in the local-density approximation, and correlation is omitted:

\[
E_x=\int e_x(n),\quad e_x=-\tfrac32 A n^{4/3},\quad v_x=e_x'=-2An^{1/3},\quad A=(3/\pi)^{1/3}.
\]

The potential depends on the present density alone, so it has no memory. A uniform positive background neutralizes the periodic cell; its interaction with the proton does not depend on \(R\).

Varying the energy with respect to the orbitals and \(R\) gives

\[
i\dot\varphi_i=H\varphi_i,\qquad H=-\nabla^2+V(R)+v_H+v_x,
\]
\[
\dot R=P/M,\qquad \dot P=-\int nV'(R),
\]

where a prime on \(V\) means \(\partial/\partial R\).

### Building the step

Let subscripts 0 and 1 denote the two ends of a step of length \(\tau\). Write \(\Delta n=n_1-n_0\), \(\Delta R=R_1-R_0\), and define the midpoint quantities

\[
\bar n=\tfrac12(n_0+n_1),\qquad \bar R=\tfrac12(R_0+R_1),
\]
\[
\bar H=-\nabla^2+V(\bar R)+v_H[\bar n]+v_x[\bar n].
\]

Time-reversal symmetry is enforced by requiring that half a step forward from the old orbitals meet half a step backward from the new ones:

\[
e^{+i\tau\bar H/2}\varphi_{i,1}=e^{-i\tau\bar H/2}\varphi_{i,0}.
\]

Multiplying from the left by \(e^{-i\tau\bar H/2}\) gives

\[
\varphi_{i,1}=e^{-i\tau\bar H}\varphi_{i,0}. \tag{1}
\]

This is the self-consistent exponential midpoint rule. Another form of enforced time-reversal propagation uses \(H_0\) in the first half step and \(H_1\) in the second. We use one \(\bar H\) for both halves because its expectation value is then conserved within the step, which the error analysis needs.

The proton obeys the matching equations

\[
R_1=R_0+\frac{\tau}{2M}(P_0+P_1),\qquad P_1=P_0+\tau\bar F,\qquad \bar F=-\int\bar n\,V'(\bar R). \tag{2}
\]

Equations (1) and (2) are implicit, since \(\bar n\) and \(\bar R\) contain the unknown end point. They are solved by iteration:

1. Start with \(\bar n=n_0\) and \(\bar R=R_0+\tau P_0/2M\).
2. Form \(\bar H\) and \(\bar F\), then compute new orbitals, \(P_1\) and \(R_1\) from the old end point.
3. Recompute \(\bar n\) and \(\bar R\). If they have changed by more than the tolerance, return to 2, again starting from the old end point.

The iteration converges quickly for small \(\tau\). Suppose the trial potential is changed by \(\delta v\). To first order in \(\tau\), the new orbital changes by \(-i\tau\,\delta v\,\varphi_{i,0}\), and its density by

\[
2\,\mathrm{Re}\left[\varphi_{i,0}^*(-i\tau\,\delta v)\varphi_{i,0}\right]=0,
\]

because \(\delta v\) is real. The density responds first at order \(\tau^2\), so an error in \(\bar n\) shrinks by a factor of that order per pass. At large \(\tau\) this argument gives no guarantee of convergence.

### Order of the trajectory error

For a smooth solution, the true evolution over one step is the exponential of

\[
-i\int_0^\tau H\,dt-\tfrac12\int_0^\tau\!dt\int_0^t\!dt'\,[H(t),H(t')]+\dots
\]

Expanding \(H\) about the middle of the step, the linear term integrates to zero, so the first integral is \(\tau H(\tau/2)+O(\tau^3)\). The commutator vanishes at \(t=t'\), so it is \(O(\tau)\), and its double integral is \(O(\tau^3)\). Averages of end values differ from midpoint values by \(O(\tau^2)\), which changes \(\tau\bar H\) by \(O(\tau^3)\). The same counting holds for the proton. A step therefore has an error \(O(\tau^3)\), and the \(t/\tau\) steps that fill a fixed time \(t\) have an error \(O(\tau^2)\).

### The energy error of one step

We now compute \(\Delta E=E_1-E_0\) term by term.

**Proton kinetic energy.** Factor the difference of squares and use both parts of (2):

\[
\frac{P_1^2-P_0^2}{2M}=\frac{P_0+P_1}{2M}(P_1-P_0)=\frac{\Delta R}{\tau}\,\tau\bar F=-\Delta R\int\bar n\,V'(\bar R).
\]

**Interaction with the proton.** With \(V_0=V(R_0)\) and \(V_1=V(R_1)\), expanding the products confirms that

\[
n_1V_1-n_0V_0=\tfrac12(V_0+V_1)\Delta n+\bar n(V_1-V_0).
\]

**Hartree energy.** Since \(K\) is symmetric, the cross terms cancel in

\[
\tfrac12\int(n_1Kn_1-n_0Kn_0)=\tfrac12\int(n_1+n_0)K(n_1-n_0)=\int v_H[\bar n]\,\Delta n.
\]

**Electron kinetic energy.** The operator \(\bar H\) commutes with \(e^{-i\tau\bar H}\), so each orbital has the same expectation value of \(\bar H\) at both ends. Summing over electrons,

\[
\Delta T+\int\left(V(\bar R)+v_H[\bar n]+v_x[\bar n]\right)\Delta n=0.
\]

Adding the pieces, the Hartree terms cancel and leave

\[
\begin{aligned}
\Delta E={}&\int\left[\tfrac12(V_0+V_1)-V(\bar R)\right]\Delta n
+\int\left[V_1-V_0-\Delta R\,V'(\bar R)\right]\bar n\\
&+\int\left[e_x(n_1)-e_x(n_0)-v_x(\bar n)\Delta n\right].
\end{aligned} \tag{3}
\]

No expansion in \(\tau\) has been made so far. Now put \(R_{1,0}=\bar R\pm\Delta R/2\) and expand. Odd terms cancel in the average and even terms in the difference:

\[
\tfrac12(V_0+V_1)=V+\tfrac18\Delta R^2V''+\dots,\qquad
V_1-V_0=\Delta R\,V'+\tfrac1{24}\Delta R^3V'''+\dots,
\]

with derivatives at \(\bar R\). The factor 1/24 is \(2\times\frac16\times\frac18\). The exchange difference has the same form in \(\Delta n\). Hence, to leading order,

\[
\Delta E\simeq\frac{\Delta R^2}{8}\int V''\Delta n+\frac{\Delta R^3}{24}\int V'''\bar n+\frac1{24}\int e_x'''(\bar n)\,\Delta n^3. \tag{4}
\]

Three derivatives of \(n^{4/3}\) bring down \(\frac43\cdot\frac13\cdot(-\frac23)=-\frac8{27}\), so \(e_x'''=\frac49An^{-5/3}\). Both \(\Delta R\) and \(\Delta n\) are \(O(\tau)\), so each term is \(O(\tau^3)\), and the error at a fixed time is \(O(\tau^2)\). The expansion needs \(\Delta R\) small compared with the length over which \(V\) varies, and \(|\Delta n|\) small compared with \(\bar n\). The second condition can fail in regions of very low density.

### Two cases in which the energy is conserved

If the proton is held fixed and exchange is dropped, all three brackets in (3) vanish. The energy is then conserved at any \(\tau\) for which the midpoint equations are solved, although the trajectory still has an error \(O(\tau^2)\).

The moving, interacting case can be given the same property. Replace \(V(\bar R)\) in \(\bar H\) by \(\frac12(V_0+V_1)\), replace \(V'(\bar R)\) in the force by \((V_1-V_0)/\Delta R\), and replace \(v_x(\bar n)\) at each point by \([e_x(n_1)-e_x(n_0)]/\Delta n\), taking the derivative where a denominator vanishes. The derivation is unchanged, and each bracket becomes zero. A constant total energy is thus compatible with an inaccurate trajectory. The numerical example uses the original midpoint form, whose energy error is visible.

### What has to be reversed

Reversing the motion means \(P\to-P\) and \(\varphi_i\to\varphi_i^*\). Conjugation leaves the density unchanged and reverses the electron currents. For plane-wave coefficients it reads \(c_{\mathbf G}\to c_{-\mathbf G}^*\).

Without magnetic fields or spin-orbit coupling, \(\bar H\) is real. The conjugate of (1) is \(\varphi_{i,1}^*=e^{+i\tau\bar H}\varphi_{i,0}^*\), or

\[
\varphi_{i,0}^*=e^{-i\tau\bar H}\varphi_{i,1}^*.
\]

Rearranging (2) gives

\[
R_0=R_1+\frac{\tau}{2M}\left[(-P_1)+(-P_0)\right],\qquad -P_0=-P_1+\tau\bar F.
\]

These are the original step equations, starting from the reversed end state and arriving at the reversed initial state. The midpoints are the same because they do not distinguish the two ends. The reversed step is therefore the inverse of the forward step, provided that the iteration converges to this same solution.

The energy is unchanged by conjugation and by \(P\to-P\). The return passes through the outward energies in reverse order, and an error \(\delta\) gathered on the way out is cancelled by \(-\delta\) on the way back. This holds for a coarse step as well as for a fine one, so the return error measures convergence of the iteration and rounding, while \(\delta\) itself must be read at the turning point.

### A 40 keV proton in an electron gas

The cell is a cube of side 0.412 nm with 14 electrons, a density of 200 nm⁻³. The proton's charge is spread as a Gaussian \(e^{-r^2/a^2}\) with \(a=0.030\) nm. The orbitals are expanded in 365 plane waves. The electrons start in their ground state around a proton at rest, which is then given its full speed at once. In 96 as it travels

\[
2.768\ \text{nm/fs}\times0.096\ \text{fs}=0.266\ \text{nm}.
\]

Then all velocities are reversed for another 96 as. Only \(\tau\) differs between these runs:

| \(\tau\) (as) | energy error at turn (meV) | proton loss (eV) |
|---|---|---|
| 8 | 387.0 | 21.394 |
| 4 | 99.9 | 21.944 |
| 2 | 25.2 | 22.086 |

From 4 to 2 as the largest energy error falls by a factor of 3.97, close to the 4 expected of second order. Summing (4) along the 2 as run predicts 25.21 meV at the turn, against 25.18 meV measured. Over the whole outward run the largest mismatch is 0.12% of the largest error. The mean number of iterations falls from 7.0 to 4.9 between 8 and 2 as, as expected when each pass contracts the error more strongly at a smaller step.

The energy error is not the error of the proton's loss. Assume \(L(\tau)=L_0+b\tau^2\) for the loss. Then \(L(2)-L(4)=-12b\), with \(\tau\) in as, and

\[
L_0=L(2)-4b=L(2)+\tfrac13[L(2)-L(4)]=22.086+\tfrac13(0.142)=22.133\ \text{eV}.
\]

The assumption is supported by the ratio of successive differences, \(0.550/0.142=3.9\), where a pure \(\tau^2\) law gives \((64-16)/(16-4)=4\). At 2 as the estimated loss error is 47 meV, almost twice the energy error of 25 meV. The electrons account for the difference: they have gained \(22.086+0.025=22.111\) eV, including their interaction with the proton, and this too is below the extrapolated value. Here the energy error gives the order of magnitude of the time-step error in the loss, but it is not an upper bound.

After the return, the energy difference from the start prints as zero at all three steps. The resolution of double precision at 40 keV is about \(10^{-11}\) eV. The norm of the orbital error is at most \(3.5\times10^{-14}\). The 8 as run thus returns to rounding level although its outward energy error was 387 meV and its loss was about 3% too small.

### Two motions that do not return

In the first control, at 4 as, only the proton is reversed. The electron currents keep their direction, and the proton goes on exciting the gas. At the turn the electrons hold \(21.94+0.10=22.04\) eV of excitation; after the way back they hold 41.7 eV. Reversing the ion alone produces a second passage through an already excited medium.

The second control, also at 4 as, is the frozen-density step of the opening paragraph, with \(n_0\) in place of \(\bar n\) in both Hamiltonian and force. Since \(\bar n-n_0=\Delta n/2\), the cancellations leading to (3) now leave, to leading order,

\[
\Delta E\simeq\tfrac12\Delta R\int V'\Delta n+\tfrac12\int\Delta n\left(K+e_x''\right)\Delta n.
\]

This is \(O(\tau^2)\) per step, hence \(O(\tau)\) at a fixed time; the order was not tested numerically. The Hartree part is not negative. The first term is negative when electrons gather where the moving proton deepens the potential, and the exchange part is negative because \(e_x''<0\). At 4 as the third-order terms of (4) still add roughly +100 meV, as in the midpoint run, so the leading formula does not give the size of the error accurately. Since that remainder is positive, the negative error found in the run means that the two negative contributions outweigh the Hartree part. Both terms keep their form under reversal, so nothing forces the return to cancel the outward error. The error grows from −456 to −1049 meV, and the final orbital error has norm 0.030.

### Relation to hydrogen implantation in silicon

Hydrogen is implanted into silicon at tens of keV to split off thin layers, and 200 nm⁻³ is roughly silicon's valence density. The model's mean loss over the path is \(22.09/0.2657=83.1\) eV/nm. This average includes the weaker loss just after the sudden start, so it is not a steady stopping power. Some of its departures from the real case can be estimated at the same speed \(v\). In linear response, a charge loses energy at the rate

\[
\int_{\omega>0}\frac{d^3k}{(2\pi)^3}\,\frac{8\pi e^2}{k^2}\,g_k^2\,\omega\,\mathrm{Im}\frac{-1}{\varepsilon(k,\omega)},\qquad \omega=\mathbf k\cdot\mathbf v,
\]

with \(\varepsilon\) the Lindhard dielectric function of the infinite gas and \(g_k=e^{-k^2a^2/4}\) the form factor of the smeared charge. Substituting \(d^3k=2\pi k\,dk\,d\omega/v\) and dividing by \(v\) gives the loss per length,

\[
S=\frac{2e^2}{\pi v^2}\int\frac{dk}{k}\,g_k^2\int_0^{kv}\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,d\omega.
\]

With a damping of 0.27 eV added to \(\omega\) in \(\varepsilon\), which raises both values by less than 1%, the result is 83.5 eV/nm for the smeared charge and 115.9 eV/nm for a point charge. Smearing is the largest departure sized here; it removes 28% of the point-charge value. The close agreement between 83.1 and 83.5 eV/nm does not validate the cell, which differs from the infinite gas in its small periodic size, with an artificial level gap of 5.9 eV, its limited plane-wave basis, its sudden start, its nonlinear response and its exchange potential.

Binary collisions with eight L-shell electrons per atom would add about 7 eV/nm if their binding and kinetic energies are both set to 100 eV. Real L-shell electrons in silicon have kinetic energies above 300 eV, which lowers this estimate. Screened Coulomb collisions with the nuclei would add roughly 0.4 to 0.5 eV/nm; a Coulomb logarithm cut off sharply at the screening length gives the upper value, a smoothly screened potential the lower. The thermal energy at 300 K is 0.2% of the Fermi energy. The effects of the crystal lattice, correlation and memory in the potential have not been sized. A stopping power for silicon would need the atoms, a larger cell and a longer path; the cell used here serves to measure the errors of the propagation. The numerical output follows.

## Computed values

```
electron density: 200 nm^-3
electrons in cell: 14
cell side: 0.4121 nm
plane waves per orbital: 365
plane-wave cutoff: 170 eV
proton smearing length: 0.030 nm
proton energy: 40.0 keV
proton speed: 2.7682 nm/fs
outward travel time: 96 as
outward path, 2 as step: 0.2657 nm
[8 as] mean midpoint iterations: 7.0
[8 as] largest energy error outward: 386.9781 meV
[8 as] energy error at turn: 386.9781 meV
[8 as] proton energy loss at turn: 21.39417 eV
[8 as] energy error after return: 0.0e+00 eV
[8 as] orbital error after return (norm): 3.5e-14
[4 as] mean midpoint iterations: 5.9
[4 as] largest energy error outward: 99.9146 meV
[4 as] energy error at turn: 99.9146 meV
[4 as] proton energy loss at turn: 21.94432 eV
[4 as] energy error after return: 0.0e+00 eV
[4 as] orbital error after return (norm): 7.2e-15
[2 as] mean midpoint iterations: 4.9
[2 as] largest energy error outward: 25.1846 meV
[2 as] energy error at turn: 25.1846 meV
[2 as] proton energy loss at turn: 22.08586 eV
[2 as] energy error after return: 0.0e+00 eV
[2 as] orbital error after return (norm): 1.1e-14
defect law at turn, 2 as: 25.2136 meV
largest relative mismatch of defect law, 2 as: 1.15e-03
energy-error ratio, 4 as over 2 as: 3.967
density-difference ratio, (8-4) over (4-2): 3.948
only proton reversed: electronic excitation left: 41.691 eV
frozen density, 4 as: energy error at turn: -455.734 meV
frozen density, 4 as: energy error after return: -1049.326 meV
frozen density, 4 as: orbital error after return (norm): 2.98e-02
mean loss per path in cell, 2 as: 83.12 eV/nm
infinite gas, linear response, smeared proton: 83.47 eV/nm
infinite gas, linear response, point proton: 115.90 eV/nm
rough L-shell binding energy used: 100 eV
neglected L-shell loss, binary estimate: 7.05 eV/nm
neglected nuclear loss, estimate: 0.49 eV/nm
artificial level gap of cell: 5.93 eV
Fermi energy of infinite gas: 12.47 eV
thermal energy at 300 K: 0.0259 eV
```
